# Newns–Anderson Adsorbate Level: When Hybridisation with a Metal Gives a Lorentzian

Q: A molecule on a metal is said to have a "broadened level". But a Hamiltonian has sharp eigenvalues. What exactly is broad?

A: The distribution of one orbital over the eigenstates. Let $|a\rangle$ be the adsorbate orbital, with energy $\varepsilon_a$, and let $|k\rangle$ be the metal states, with energies $\varepsilon_k$. For independent electrons of one spin,

$$H=\varepsilon_a|a\rangle\langle a|+\sum_k\varepsilon_k|k\rangle\langle k|+\sum_k\left(V_{ak}|a\rangle\langle k|+V_{ak}^*|k\rangle\langle a|\right).$$

I take all these orbitals as orthonormal and measure energies from the Fermi energy. A mean-field repulsion between electrons on the adsorbate, if there is one, is already contained in $\varepsilon_a$. If $H|n\rangle=E_n|n\rangle$, the adsorbate density of states is

$$\rho_a(\varepsilon)=\sum_n|\langle a|n\rangle|^2\,\delta(\varepsilon-E_n).$$

Without coupling it is a single spike at $\varepsilon_a$. With coupling, many eigenstates contain a little of $|a\rangle$. The total weight stays one, because the eigenstates form a complete set.

Q: Finding all the eigenstates of a metal plus a molecule looks hopeless. How do you get the weights?

A: Through the Green's function $G(z)=(z-H)^{-1}$, whose adsorbate element is

$$G_{aa}(z)=\sum_n\frac{|\langle a|n\rangle|^2}{z-E_n}.$$

Put $z=\varepsilon+i\eta$ with $\eta>0$. Since

$$-\frac1\pi\,\mathrm{Im}\,\frac{1}{\varepsilon-E_n+i\eta}=\frac1\pi\frac{\eta}{(\varepsilon-E_n)^2+\eta^2}$$

has unit area and narrows to $\delta(\varepsilon-E_n)$ as $\eta\to0$, we have $\rho_a(\varepsilon)=-\mathrm{Im}\,G_{aa}(\varepsilon+i0)/\pi$.

To find $G_{aa}$, write the $a$ column of $(z-H)G=1$:

$$(z-\varepsilon_a)G_{aa}-\sum_kV_{ak}G_{ka}=1,\qquad (z-\varepsilon_k)G_{ka}-V_{ak}^*G_{aa}=0.$$

The second equation gives $G_{ka}=V_{ak}^*G_{aa}/(z-\varepsilon_k)$. Inserting this in the first,

$$G_{aa}(z)=\frac{1}{z-\varepsilon_a-\Sigma(z)},\qquad \Sigma(z)=\sum_k\frac{|V_{ak}|^2}{z-\varepsilon_k}.$$

No approximation has been made. Within this Hamiltonian, with $\varepsilon_a$ given, the self-energy $\Sigma$ contains the whole effect of the metal states on $G_{aa}$.

Q: You introduced $\eta$ by hand. How do I know the width isn't just $\eta$ in disguise?

A: By the order of the limits. Separate $\Sigma$ into real and imaginary parts:

$$\Sigma(\varepsilon+i\eta)=\sum_k|V_{ak}|^2\,\frac{(\varepsilon-\varepsilon_k)-i\eta}{(\varepsilon-\varepsilon_k)^2+\eta^2}.$$

First let the metal grow, so that its levels become dense on the scale of $\eta$; then let $\eta\to0$. The imaginary part tends to $-\Delta(\varepsilon)$ and the real part to $\Lambda(\varepsilon)$, where

$$\Delta(\varepsilon)=\pi\sum_k|V_{ak}|^2\delta(\varepsilon-\varepsilon_k),\qquad \Lambda(\varepsilon)=\frac1\pi\,P\!\!\int\frac{\Delta(\varepsilon')}{\varepsilon-\varepsilon'}\,d\varepsilon'.$$

$P$ denotes the principal value. Neither function contains $\eta$. Writing $x=\varepsilon-\varepsilon_a-\Lambda$,

$$\rho_a=-\frac1\pi\,\mathrm{Im}\,\frac{1}{x+i\Delta}=-\frac1\pi\,\mathrm{Im}\,\frac{x-i\Delta}{x^2+\Delta^2},$$

and therefore, inside the continuum,

$$\rho_a(\varepsilon)=\frac1\pi\,\frac{\Delta(\varepsilon)}{[\varepsilon-\varepsilon_a-\Lambda(\varepsilon)]^2+\Delta(\varepsilon)^2}.$$

A numerical check can dispense with $\eta$: diagonalise a finely spaced band and divide each weight $|\langle a|n\rangle|^2$ by the local spacing of the eigenvalues. For the flat band discussed next, the result agrees with the formula to about $2\times10^{-5}$ of the peak height over the inner 90% of the band, where I compared them.

Q: That resembles a Lorentzian, but $\Delta$ and $\Lambda$ depend on energy. It could have any shape.

A: Yes. But if $\Delta$ and $\Lambda$ are nearly constant over many widths around the line, it is close to a Lorentzian of half-width $\Delta$ centred at $\varepsilon_a+\Lambda$. Take a flat band from $-D$ to $D$, with total squared coupling $V^2=\sum_k|V_{ak}|^2$ spread evenly over the energy range $2D$. Then

$$\Delta=\frac{\pi V^2}{2D}\qquad(|\varepsilon|<D).$$

For the shift, cut a small interval of half-width $\kappa$ around the singularity. The antiderivative of $1/(\varepsilon-\varepsilon')$ with respect to $\varepsilon'$ is $-\ln|\varepsilon-\varepsilon'|$, so

$$\Lambda=\frac\Delta\pi\left\{[-\ln\kappa+\ln(D+\varepsilon)]+[-\ln(D-\varepsilon)+\ln\kappa]\right\}=\frac\Delta\pi\ln\frac{D+\varepsilon}{D-\varepsilon}.$$

The cut-off cancels. The wide-band limit is $D\to\infty$ at fixed $\Delta$ and fixed $\varepsilon$. The logarithm goes to zero, leaving

$$\rho_a(\varepsilon)=\frac1\pi\frac{\Delta}{(\varepsilon-\varepsilon_a)^2+\Delta^2}.$$

Its maximum is $1/(\pi\Delta)$ at $\varepsilon_a$. It falls to half when $(\varepsilon-\varepsilon_a)^2=\Delta^2$, so the full width at half maximum is $2\Delta$. Its area is $[\arctan((\varepsilon-\varepsilon_a)/\Delta)]_{-\infty}^{\infty}/\pi=1$.

Q: With $\Delta$ fixed, $V^2=2D\Delta/\pi$ becomes infinite. Is that a physical limit?

A: It is an idealisation of the surroundings of the level. What broadens the level is the squared coupling per unit energy, $V^2/(2D)$, at the level. States far away add to $V^2$, but in this symmetric band the level shifts caused by those above and those below nearly cancel, so they hardly affect the line near its centre.

Q: Real bands are finite. Show me what the limit costs, with numbers.

A: Use round model parameters, belonging to no particular material: $\varepsilon_a=1$ eV, $D=10$ eV and $V=1.5$ eV. Then

$$\Delta=\frac{\pi(1.5)^2}{20}\ \text{eV}=0.353\ \text{eV}=5.66\times10^{-20}\ \text{J},$$

and the predicted full width is $0.707$ eV. To estimate the correction, expand the logarithm for $|\varepsilon|\ll D$:

$$\Lambda=\frac{2\Delta}{\pi}\left(\frac{\varepsilon}{D}+\frac{\varepsilon^3}{3D^3}+\dots\right)\approx s\varepsilon,\qquad s=\frac{2\Delta}{\pi D}=0.0225.$$

The detuning becomes $(1-s)\varepsilon-\varepsilon_a=(1-s)(\varepsilon-\varepsilon_p)$ with $\varepsilon_p=\varepsilon_a/(1-s)$, so near the peak

$$\rho_a\approx\frac1\pi\frac{\Delta}{(1-s)^2(\varepsilon-\varepsilon_p)^2+\Delta^2}.$$

The height is unchanged, the peak moves to $\varepsilon_p=1.023$ eV, and the full width becomes $2\Delta/(1-s)=0.723$ eV. Diagonalisation gives $1.023$ eV and $0.723$ eV. The wide-band width is thus about 2% too small here.

At fixed $\Delta$, the largest deviation from the ideal Lorentzian within 2 eV of the level is 10.5%, 5.1% and 2.5% of the peak height for $D=5$, 10 and 20 eV. It roughly halves when $D$ doubles, as expected from $s\propto1/D$.

Q: Your corrected line has the same height but is wider. Its area must exceed one!

A: Over the whole energy axis its area is $1/(1-s)\approx1+s$. But the band stops at $\pm D$. The two missing tails hold approximately

$$2\int_D^\infty\frac{\Delta}{\pi\varepsilon^2}\,d\varepsilon=\frac{2\Delta}{\pi D}=s,$$

so the excess cancels to first order in $s$.

The sharp edges of a flat band also produce a bound state just outside each edge. At $E=D+y$ with $y\ll D$, the pole condition $E-\varepsilon_a=\Sigma(E)$ reads $D-\varepsilon_a\approx(\Delta/\pi)\ln(2D/y)$, or

$$y\approx2D\,e^{-\pi(D-\varepsilon_a)/\Delta}.$$

The exponent is about $-80$. The weight of a pole is $1/(1-\Sigma')$, with $-\Sigma'\approx\Delta/(\pi y)$ here, so it is about $\pi y/\Delta$: utterly negligible. The lower edge has $D+\varepsilon_a$ in the exponent and a still smaller weight. The divergence of $\Lambda$ also makes $\varepsilon-\varepsilon_a-\Lambda$ vanish at about the same distance $y$ inside each edge, where the formula has an extremely narrow spike of height $1/(\pi\Delta)$ and negligible weight. Integrating the full formula over the band gives 1.000000.

Q: Why not define the width by the root-mean-square spread, and avoid arguing about half maxima?

A: Because that measures something else. Since $(H-\varepsilon_a)|a\rangle=\sum_kV_{ak}^*|k\rangle$, the second moment is

$$\sum_n|\langle a|n\rangle|^2(E_n-\varepsilon_a)^2=\langle a|(H-\varepsilon_a)^2|a\rangle=\sum_k|V_{ak}|^2=V^2.$$

The rms spread is therefore $V=1.5$ eV, more than four times the half-width $\Delta$. It comes from the tails: with $\rho_a\approx\Delta/(\pi\varepsilon^2)$ far from the level, $\int_{-D}^{D}\varepsilon^2\rho_a\,d\varepsilon\approx2D\Delta/\pi=V^2$. In the wide-band limit this diverges while the visible line stays finite.

Q: Does the width have a consequence in time, or is it only a static distribution?

A: Place an electron in $|a\rangle$ at $t=0$, with the metal states available to it. The amplitude for finding it there later is

$$A(t)=\langle a|e^{-iHt/\hbar}|a\rangle=\int\rho_a(\varepsilon)\,e^{-i\varepsilon t/\hbar}\,d\varepsilon.$$

For $t>0$ the integral can be closed in the lower half-plane, where the Lorentzian has a pole at $\varepsilon_a-i\Delta$. The clockwise contour gives a factor $-2\pi i$:

$$A(t)=-2\pi i\,\frac{\Delta}{\pi}\,\frac{e^{-i(\varepsilon_a-i\Delta)t/\hbar}}{-2i\Delta}=e^{-i\varepsilon_at/\hbar}e^{-\Delta t/\hbar}.$$

The survival probability is $|A|^2=e^{-2\Delta t/\hbar}$, with lifetime $\tau=\hbar/(2\Delta)=0.931$ fs. The full width, not the half-width, fixes the decay rate of the probability.

Q: After one lifetime your diagonalisation gives 0.3765, above $e^{-1}=0.3679$. After three it gives 0.0487, below $e^{-3}=0.0498$. Does the finite band slow the decay or speed it up?

A: It changes both the prefactor and the rate. The corrected line is a Lorentzian of half-width $\Delta/(1-s)$ and area $1/(1-s)$. Applying the same contour integral to it,

$$|A(t)|^2\approx\frac{1}{(1-s)^2}\exp\left[-\frac{t}{(1-s)\tau}\right].$$

The prefactor is 1.047. At $t=\tau$ this gives $1.047\times e^{-1.023}=0.376$, and at $3\tau$ it gives $1.047\times e^{-3.069}=0.0486$. The larger prefactor wins first; beyond about $2\tau$ the faster rate wins. This holds to roughly $10\tau$. Much later the sharp band edges leave a slowly decaying tail that outlasts any exponential: at $30\tau$ the probability is of order $10^{-9}$ to $10^{-10}$, far above $e^{-30}\approx10^{-13}$.

This expression cannot hold down to $t=0$, where the probability is one. There the moments take over: the first moment about $\varepsilon_a$ vanishes and the second is $V^2$, so

$$A(t)\,e^{i\varepsilon_at/\hbar}=1-\frac{V^2t^2}{2\hbar^2}+\dots,\qquad |A|^2=1-\frac{V^2t^2}{\hbar^2}+\dots$$

A finite band starts quadratically, not exponentially.

Q: And in the ground state? The level lies above the Fermi energy, so shouldn't it be empty?

A: Its lower tail extends below the Fermi energy. At zero temperature the wide-band occupation per spin is

$$n_a=\int_{-\infty}^0\rho_a\,d\varepsilon=\frac1\pi\left[\arctan\frac{\varepsilon-\varepsilon_a}{\Delta}\right]_{-\infty}^{0}=\frac12-\frac1\pi\arctan\frac{\varepsilon_a}{\Delta}=0.108.$$

Diagonalisation gives 0.100. The finite band changes this integral in two ways. The corrected line contributes $0.1081/(1-s)=0.1106$ below zero, but the part below $-D$, about $\Delta/\{\pi(1-s)[(1-s)D+\varepsilon_a]\}=0.0107$, must be removed. This leaves 0.100.

Q: So far the molecule could sit anywhere. Where is the adsorption geometry?

A: In $V_{ak}$. Consider an infinite chain of surface atoms with hopping $-t$. With $N$ atoms in a ring, the states have amplitudes $e^{i\theta j}/\sqrt N$ and energies $\varepsilon_\theta=-2t\cos\theta$. An on-top adsorbate touches one atom with coupling $V_c$. A bridging one touches two neighbours with couplings $V_c$ and $pV_c$, where $p=\pm1$ is set by the signs of the orbital lobes. Then

$$N|V_{a\theta}|^2=V_c^2\ \text{(on-top)},\qquad N|V_{a\theta}|^2=V_c^2|1+pe^{i\theta}|^2=V_c^2\left(2-\frac{p\,\varepsilon_\theta}{t}\right)\ \text{(bridge)}.$$

The last step uses $|1+pe^{i\theta}|^2=2+2p\cos\theta$. Interference makes the bridge couple better to one half of the band than to the other.

Q: Then give me the self-energies, not just the couplings.

A: For a large ring the sum over states becomes an average over $\theta$. Define

$$g(z)=\int_0^{2\pi}\frac{d\theta}{2\pi}\,\frac{1}{z+2t\cos\theta}.$$

With $w=e^{i\theta}$ this is $\frac{1}{2\pi i}\oint dw/(tw^2+zw+t)$ around the unit circle. The roots of the denominator differ by $\sqrt{z^2-4t^2}/t$ and have product one, so one lies inside. Its residue gives $g=1/\sqrt{z^2-4t^2}$, with the branch that behaves as $1/z$ at large $z$. Just above the real axis inside the band, $\mathrm{Im}\,g$ must be negative, hence $g=-i/\sqrt{4t^2-\varepsilon^2}$.

On top, $\Sigma=V_c^2g$. For the bridge, write $2-p\varepsilon_\theta/t=(2-pz/t)+p(z-\varepsilon_\theta)/t$. The second part cancels the denominator, so

$$\Sigma=V_c^2\left[\left(2-\frac{pz}{t}\right)g(z)+\frac pt\right].$$

Reading off $\Sigma=\Lambda-i\Delta$ inside the band:

- on-top: $\Delta=V_c^2/\sqrt{4t^2-\varepsilon^2}$ and $\Lambda=0$;
- bridge: $\Delta=V_c^2(2-p\varepsilon/t)/\sqrt{4t^2-\varepsilon^2}$ and $\Lambda=pV_c^2/t$.

Q: The bridge shift is constant. Does it vanish for a wide band, as it did before?

A: No. Let $t\to\infty$ with $V_c^2/t$ fixed. The half-widths become $V_c^2/(2t)$ on top and $V_c^2/t$ at the bridge, while the bridge shift remains $\pm V_c^2/t$. The line is still Lorentzian, but centred at $\varepsilon_a+\Lambda$. The shift vanished for the flat band because that coupling was symmetric about the band centre.

For $t=5$ eV and $V_c=1.5$ eV, $V_c^2/t=0.45$ eV. At band centre the half-widths are 0.225 eV on top and 0.450 eV at the bridge, and the bridge shifts are $\pm0.45$ eV. This compares equal contact couplings; a real change of site would usually alter $V_c$ too.

Q: For a level at 1 eV I would then expect bridge peaks at 1.45 and 0.55 eV. The numerical maxima are at 1.456 and 0.537 eV.

A: At finite $t$, $\Delta$ still slopes with energy. Setting the derivative of $\Delta/(x^2+\Delta^2)$ to zero, with $x=\varepsilon-\varepsilon_a-\Lambda$ and constant $\Lambda$, gives

$$\Delta'(x^2-\Delta^2)=2x\Delta,\qquad x\approx-\tfrac12\Delta\Delta'\quad(|x|\ll\Delta).$$

For equal signs $\Delta$ falls with energy and the maximum moves up; for opposite signs it moves down. The estimates are 1.458 and 0.539 eV, within about 0.002 eV of the numerical maxima. The remainder comes mainly from the finite ring used in the numerical calculation: with 40000 atoms instead of 10000, the maxima are at 1.4575 and 0.5389 eV. These ring values use $\eta=0.01$ eV; as $\eta$ is reduced on a larger ring they move to 1.4577 and 0.5387 eV.

Q: Suppose I just make the coupling stronger. Does the Lorentzian keep broadening?

A: Only while $\Delta$ remains small compared with the band. Take a flat band with $D=0.5$ eV, $V=1.5$ eV and $\varepsilon_a=0$. The formal $\Delta=\pi V^2/(2D)$ is about 7 eV, far more than the 1 eV available. Look instead for poles outside the band, where $\Sigma$ is real:

$$E=\frac{V^2}{2D}\ln\frac{E+D}{E-D}=\frac{V^2}{E}\left(1+\frac{D^2}{3E^2}+\dots\right).$$

Multiplying by $E$ and using $E^2\approx V^2$ in the small term,

$$E^2\approx V^2+\frac{D^2}{3},\qquad E\approx\pm1.528\ \text{eV}.$$

Diagonalisation gives $\pm1.528$ eV. Since $\Sigma'(E)=-V^2/(E^2-D^2)$, each pole has weight

$$\frac{1}{1-\Sigma'(E)}=\frac{E^2-D^2}{E^2-D^2+V^2}\approx0.48.$$

Together the two states hold 96% of the orbital. They are the bonding and antibonding combinations of the adsorbate with the narrow band. The same hybridisation that broadens a level in a wide band splits it here.

Q: What should I check before fitting a Lorentzian to an adsorbate level?

A: First, that $\Delta$ is much smaller than the distance from the line to any band edge or sharp structure in $\Delta(\varepsilon)$. Second, that $\Lambda$ is nearly constant across the line. The first does not guarantee the second: a strongly coupled narrow band some way off can leave $\Delta$ small at the line and still give $\Lambda$ an appreciable slope $\Lambda'$. If that slope is nearly constant across the line, the peak is still Lorentzian, but it is centred where $\varepsilon=\varepsilon_a+\Lambda(\varepsilon)$, its full width is $2\Delta/(1-\Lambda')$ and its weight is $1/(1-\Lambda')$. Third, that a mean-field $\varepsilon_a$ is adequate. If the repulsion between two electrons on the orbital is large compared with $\Delta$, one-electron broadening need not describe the spectrum. Vibrations and differences between adsorption sites can also widen a measured line, so its width need not equal $2\Delta$. The numerical output below lists the main computed values quoted here.

## Computed values

```
adsorbate level above Fermi energy: 1.00 eV
flat-band half-width D: 10.00 eV
total coupling V: 1.50 eV
metal level spacing in diagonalization: 0.020 eV
half-width Delta: 0.3534 eV
half-width Delta in SI: 5.6626e-20 J
wide-band full width 2 Delta: 0.7069 eV
wide-band peak height: 0.9006 1/eV
shift Lambda at the level: 0.0226 eV
slope s = 2 Delta/(pi D): 0.02250 (no unit)
diagonalized peak position: 1.0231 eV
first-order peak position: 1.0230 eV
diagonalized full width: 0.7233 eV
first-order full width: 0.7231 eV
diagonalized peak height: 0.9006 1/eV
largest DOS error / peak height: 1.70e-05 (no unit)
area of finite-band DOS: 1.000000 (no unit)
second moment of finite-band DOS: 2.25000 eV^2
Lorentzian deviation / peak, D = 5 eV: 0.1048
Lorentzian deviation / peak, D = 10 eV: 0.0510
Lorentzian deviation / peak, D = 20 eV: 0.0253
wide-band lifetime: 0.9312 fs
survival after one lifetime: 0.3765 (no unit)
survival after three lifetimes: 0.0487 (no unit)
wide-band survival, one lifetime: 0.3679 (no unit)
wide-band survival, three lifetimes: 0.0498 (no unit)
diagonalized decay rate: 1.0981 1/fs
wide-band decay rate: 1.0739 1/fs
first-order decay rate: 1.0986 1/fs
diagonalized occupation per spin: 0.0999
finite-band formula occupation: 0.1001
wide-band occupation per spin: 0.1081
chain hopping magnitude t: 5.00 eV
chain contact coupling: 1.50 eV
on-top, half-width at band centre: 0.2250 eV
on-top, shift at band centre: 0.0000 eV
on-top, DOS peak position: 1.000 eV
bridge equal signs, half-width at band centre: 0.4500 eV
bridge equal signs, shift at band centre: 0.4495 eV
bridge equal signs, DOS peak position: 1.456 eV
bridge opposite signs, half-width at band centre: 0.4500 eV
bridge opposite signs, shift at band centre: -0.4495 eV
bridge opposite signs, DOS peak position: 0.537 eV
narrow-band half-width: 0.50 eV
narrow-band split-off energies: +/- 1.5284 eV
narrow-band estimate: +/- 1.5275 eV
adsorbate weight in split-off pair: 0.9621 (no unit)
```
